\section*{Collapse Time of Two Opposite Screw Threads}

\section{Second derivation: energy and dissipation}

\subsection{Symbols and results carried over}

Two parallel screws with Burgers vectors $\pm b\hat{\mathbf z}$ are a distance $r$ apart, initially $r_0$, in a medium of shear modulus $\mu$. Each has mobility $M$, defined as velocity per force per length. The stress of one screw is $\sigma_{\theta z}=\mu b/(2\pi r)$. The force derivation gave the attraction $f=\mu b^2/(2\pi r)$ and the time $t_c=\pi r_0^2/(2M\mu b^2)$. A constant extra force equal to $c$ times the initial attraction multiplies this time by $2[c-\ln(1+c)]/c^2$. For screws along $[110]$ in a cubic crystal, $\mu$ becomes $K=\sqrt{C_{44}(C_{11}-C_{12})/2}$.

\subsection{Interaction energy}

This derivation does not use the force on a line. It starts from the elastic energy density, which for these antiplane stresses is $|\boldsymbol\sigma|^2/(2\mu)$, where $\boldsymbol\sigma$ is the vector $(\sigma_{xz},\sigma_{yz})$. For the sum of two fields the cross term is $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/\mu$. Put thread 1 at the origin and thread 2 at $\mathbf d$, with $|\mathbf d|=r$, and let $\rho$ be the distance from thread 1. Then
\begin{equation}
\boldsymbol\sigma_1=\frac{\mu b}{2\pi}\,\frac{\hat{\mathbf z}\times\hat{\boldsymbol\rho}}{\rho},\qquad
\boldsymbol\sigma_2=-\frac{\mu b}{2\pi}\,\hat{\mathbf z}\times\mathbf g,\qquad
\mathbf g=\frac{\mathbf x-\mathbf d}{|\mathbf x-\mathbf d|^2}.
\end{equation}
Turning both vectors by a right angle leaves their scalar product unchanged. In a disc of radius $R$ centred on thread 1, the interaction energy per length is therefore
\begin{equation}
W=-\frac{\mu b^2}{4\pi^2}\int_0^R d\rho\int_0^{2\pi}\hat{\boldsymbol\rho}\cdot\mathbf g\,d\theta. \label{eq:Wint}
\end{equation}
The factor $\rho$ in the area element has cancelled the $1/\rho$ in $\boldsymbol\sigma_1$.

The angular integral is the flux of $\mathbf g$ through the circle of radius $\rho$, divided by $\rho$. The field $\mathbf g$ has no divergence except at thread 2, which is a source of strength $2\pi$. The flux is thus zero for $\rho<r$ and $2\pi$ for $\rho>r$, and
\begin{equation}
W=-\frac{\mu b^2}{4\pi^2}\int_r^R\frac{2\pi}{\rho}\,d\rho=-\frac{\mu b^2}{2\pi}\ln\frac Rr. \label{eq:W}
\end{equation}
The self-energies do not depend on $r$, apart from boundary terms of relative size $(r/R)^2$, which vanish for a large body. Hence
\begin{equation}
\frac{dW}{dr}=\frac{\mu b^2}{2\pi r}. \label{eq:dW}
\end{equation}
The energy falls as the threads approach, which is an attraction with the magnitude found before. The area integral was tested numerically: its rise between separations $1$ and $e^{1/2}$ equalled the work against the force within one part in $10^8$.

\subsection{Power balance}

Linear drag opposes each line with a force per length $v/M$, so each line dissipates the power $v^2/M$ per length. The two threads are equivalent, and each moves with speed $v=-\dot r/2$. Without inertia or external work, the elastic energy lost is the heat produced:
\begin{equation}
-\frac{dW}{dr}\,\dot r=2\,\frac{(\dot r/2)^2}{M}=\frac{\dot r^2}{2M}. \label{eq:balance}
\end{equation}
This equation has the root $\dot r=0$, which the drag law excludes because a force acts. Dividing by $\dot r$ and using \eqref{eq:dW},
\begin{equation}
\dot r=-2M\,\frac{\mu b^2}{2\pi r}=-\frac{M\mu b^2}{\pi r}.
\end{equation}
The collapse time is the integral of $dr/|\dot r|$:
\begin{equation}
t_c=\int_0^{r_0}\frac{\pi r}{M\mu b^2}\,dr=\frac{\pi r_0^2}{2M\mu b^2}. \label{eq:tc2}
\end{equation}

Energy and time are shared differently along the path. By \eqref{eq:W}, each halving of the separation releases the same energy, $(\mu b^2/2\pi)\ln2$ per length. The first halving takes three quarters of the time, since $1-(1/2)^2=3/4$. The total energy released depends on where the core cuts off the logarithm, whereas the time converges without a cutoff.

\subsection{What each derivation assumes}

Both derivations assume linear elasticity, straight parallel lines, a distant outer boundary, linear drag and static fields that follow the lines without delay. They differ in what else they need.

The force derivation needs the stress at each line and a velocity law for each line. It therefore treats unequal mobilities, a pinned thread or an added stress without a new principle. It does not need the energy of the whole body.

The energy derivation needs the whole field and self-energies that do not change. In return it confirms the sign and size of the force without the slip argument. Power balance is a single equation, so it cannot by itself determine two velocities. Symmetry supplied the missing condition above. For unequal mobilities one uses the fact that in an isotropic medium $W$ depends on the separation alone, so the two forces are equal and opposite and $v_1/M_1=v_2/M_2$. With $v_1+v_2=-\dot r$, the dissipation becomes
\begin{equation}
\frac{v_1^2}{M_1}+\frac{v_2^2}{M_2}=\frac{\dot r^2}{M_1+M_2},
\end{equation}
and the balance again replaces $2M$ by $M_1+M_2$.

A friction stress $\tau_f$ adds a dissipated power $\tau_fb\,v$ for each moving line. Zero velocity then becomes an admissible state when the attraction is below $\tau_fb$, and the root discarded in \eqref{eq:balance} acquires a physical meaning.

\subsection{A free surface}

A thread in a film ends at a free surface, which must carry no traction. Let $z$ be the depth below a surface normal to the threads, and let $w=\sqrt{r^2+z^2}$. The displacement $u_z=b\theta/2\pi$ alone leaves the traction $\mu b/(2\pi r)$ on the surface. Add
\begin{equation}
u_\theta=\frac{b}{2\pi}\,g,\qquad g=\frac{w-z}{r}.
\end{equation}
Equilibrium requires $g_{rr}+g_r/r-g/r^2+g_{zz}=0$. The derivatives are
\begin{align}
g_r&=\frac1w-\frac{w-z}{r^2},\qquad g_{zz}=\frac{r}{w^3},\\
g_{rr}&=-\frac{r}{w^3}-\frac1{rw}+\frac{2(w-z)}{r^3},
\end{align}
and the sum vanishes term by term. The added field also contains a stress $\sigma_{r\theta}$, which exerts no force on a parallel screw. Since $g_z=(z/w-1)/r$, the component that does push such a screw is
\begin{equation}
\sigma_{\theta z}=\frac{\mu b}{2\pi r}+\mu\frac{\partial u_\theta}{\partial z}=\frac{\mu b}{2\pi r}\,\frac{z}{\sqrt{r^2+z^2}},
\end{equation}
which is zero at $z=0$ and tends to the bulk value at depth.

This is the stress of a line that continues downwards without end. It is used here as an approximation for threads in a film of thickness $h$ on a substrate with the same elastic constants. If the threads stay straight through the film, the mean of the last factor over depth is $G=(\sqrt{r^2+h^2}-r)/h$. Because $(\sqrt{r^2+h^2}-r)(\sqrt{r^2+h^2}+r)=h^2$, its inverse is $(\sqrt{r^2+h^2}+r)/h$. With $q=r_0/h$ the time is multiplied by
\begin{equation}
\frac{2}{r_0^2}\int_0^{r_0}\frac{r\,dr}{G}=\frac{2}{3q^2}\left[(1+q^2)^{3/2}-1+q^3\right]. \label{eq:surface}
\end{equation}
This is close to $1+2q/3$ for $q\ll1$ and to $4q/3$ for $q\gg1$.

\subsection{Example: a germanium film}

Consider a $(110)$ Ge film of thickness 2000 nm at 800 K, with two opposite screws along the film normal, 100 nm apart on one $\{111\}$ plane. A uniform film stress has no component on the free surface, so $\boldsymbol\sigma\cdot\mathbf b=0$ and it does not push these threads. In anisotropic Ge the pair force also has a part across the glide plane, about a quarter of the part along it. The threads are assumed to stay on their plane, so only the part along it, which is set by $K$, moves them. The material values are rough, with elastic constants close to those at room temperature: $C_{11}=129$, $C_{12}=48$ and $C_{44}=67$ GPa, a lattice parameter of 0.566 nm, and a glide speed of 1000 nm/s at 10 MPa. They give
\begin{align}
K&=\sqrt{67\times40.5}\ \mathrm{GPa}=52.1\ \mathrm{GPa},\qquad b=\frac{0.566}{\sqrt2}\ \mathrm{nm}=0.400\ \mathrm{nm},\\
M&=\frac{10^{-6}}{10^7\times4.00\times10^{-10}}=2.5\times10^{-4}\ \mathrm{(Pa\,s)^{-1}}.
\end{align}
The initial pair stress $Kb/(2\pi r_0)$ is 33.2 MPa, so each thread starts at 3320 nm/s. Since $t_c=r_0/(4Mf_0)$,
\begin{equation}
t_c=\frac{100\ \mathrm{nm}}{4\times3320\ \mathrm{nm/s}}=7.5\ \mathrm{ms}=0.0075\ \mathrm{s}.
\end{equation}
A simulation with a time step of 1 ms can delete the pair once the remaining collapse time is shorter than one step, which for linear drag happens below a separation of $100\sqrt{1/7.53}\approx36$ nm. With the stress exponent of 1.7 considered below, this distance is about 72 nm.

\subsection{How far the number can be trusted}

The largest correction comes from the drag law. Let $v=v_r(\tau/\tau_r)^m$, and let $r_r$ be the separation at which the pair stress equals $\tau_r$. Then $\dot r=-2v_r(r_r/r)^m$, and integration gives $r_0^{m+1}/[2(m+1)v_rr_r^m]$. The linear law, $m=1$, gives $r_0^2/(4v_rr_r)$. The ratio is
\begin{equation}
\frac{2}{m+1}\left(\frac{r_0}{r_r}\right)^{m-1}. \label{eq:power}
\end{equation}
For Ge a stress exponent near 1.7 is a rough typical value. With $\tau_r=10$ MPa, $r_r=332$ nm and the ratio is 0.32, so the time falls to about 2.4 ms.

Thermal activation sets another limit. If forward and backward steps gain and lose the work $\tau b^3/2$, the speed varies as $\sinh(\tau b^3/2k_BT)$, which is linear while $\tau b^3\ll k_BT$. The two energies are equal at 19 nm, and 3.7\% of the time is spent inside that distance. This estimate does not explain the exponent 1.7, which is an empirical input.

The threads may also be joined to a dislocation segment at the film base. Its energy per length is estimated as $Kb^2\ln(2h/b)/[4\pi(1-\nu)]$, an edge-dislocation form with Poisson ratio $\nu=0.2$ and constants of order one dropped. If the threads are rigid, so that this end pull is spread over the thread length $h$, its size relative to the initial attraction is
\begin{equation}
c=\frac{r_0\ln(2h/b)}{2(1-\nu)h}=\frac{100\times9.21}{2\times0.8\times2000}=0.29.
\end{equation}
The logarithm is that of a long segment. For $r\ll h$ it is in error by about $\ln(2h/r)$, which is 3.7 at the start, so $c$ is known only to about 40\%. The error has a definite sign: the logarithm is too large for a short segment between the threads and too small for two long segments running outward from a short gap. With $c$ as it stands, a segment between the threads shortens as they meet and multiplies the time by 0.84. Segments running outward lengthen and multiply it by 1.25. At fixed $h$ this ratio grows in proportion to $r_0$. Within the estimate, outward segments stop rigid threads from collapsing beyond about $100/0.288\approx350$ nm. Letting the logarithm depend on $r$ changes the two factors to about 0.89 and 1.37 and this distance to about 290 nm.

All of these figures assume rigid threads. A line with drag mobility $M$ and line tension $T\approx Kb^2(1+\nu)\ln(r_0/b)/[4\pi(1-\nu)]$ passes a bend along its length only over a distance $\sqrt{MTt_c}=r_0\sqrt{(1+\nu)\ln(r_0/b)/[8(1-\nu)]}\approx100$ nm during the collapse, against $h=2000$ nm. For such flexible lines the segment acts only near the foot: an inner segment closes the foot early, outward segments hold it open, and most of the length still closes at about $t_c$. Outward segments then need not prevent contact higher up, even somewhat beyond 350 nm. Glide by kinks along the $[110]$ valley may keep a Ge thread straighter than this, and which limit applies is not settled here.

The other effects, each taken alone, are as follows.
\begin{itemize}
\item The free surface multiplies the time by 1.03 for rigid threads. For flexible lines the deep part closes at $t_c$ and only the end within about $r_0$ of the surface lags, closing at roughly $1.4\,t_c$.
\item A trial friction stress of 5 MPa multiplies it by 1.11 and prevents collapse beyond 664 nm.
\item With a glide activation energy of 1.6 eV, cooling by 10 K multiplies it by 1.34, and heating by 10 K by 0.75.
\item Using the Voigt average modulus, 56.4 GPa, instead of $K$ multiplies it by 0.92.
\item The separation equals a trial core splitting of 5 nm when 0.25\% of the time is left. This width is on the large side: for a stacking-fault energy near 60 mJ/m$^2$, elasticity gives a screw in Ge a splitting of about 3 nm. The splitting also changes the attraction earlier: for a fixed width of 5 nm in an isotropic medium, this shortens the time by about 0.8\% before the separation reaches 10 nm.
\item The formal inertial time is about $10^{-17}$ of $t_c$. A shear wave takes longer to cross the initial separation, about $4\times10^{-9}$ of $t_c$, which is also negligible.
\item For rigid threads, $k_BT$ is about $4\times10^{-6}$ of the pair energy scale $Kb^2h/2\pi$, so thermal wandering of whole threads is negligible. Bending is not covered by this figure.
\end{itemize}

In a film grown on $(001)$, no $\{111\}$ plane contains the film normal, so straight threads in these glide planes are inclined. The screw pair along the normal is thus a special geometry. A spacing of 100 nm corresponds to roughly $10^{10}$ threads per $\mathrm{cm^2}$, far above the rough $10^7$ of a well-annealed film, where the mean spacing is near 3000 nm. At that spacing, with the same thickness, the base-segment ratio, taken against the bulk attraction, would be about 9, and the bulk formula would no longer describe the pair. For the close pair, the assumption that real Ge breaks most strongly among those sized here is linear drag, which changes the time by a factor of about three. Straightness over the film thickness is a further assumption, which matters mainly near the two ends of the threads. The result of 7.5 ms is an order-of-magnitude estimate for the material. The numerical output lists the input values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values for Ge)
C11: 129 GPa
C12: 48 GPa
C44: 67 GPa
lattice parameter: 0.566 nm
Poisson ratio: 0.2
mass density: 5300 kg/m3
temperature: 800 K
glide activation energy: 1.6 eV
reference glide speed: 1000 nm/s
reference stress: 10 MPa
initial separation: 100 nm
film thickness: 2000 nm
MAIN RESULT
screw modulus K: 52.09 GPa
Burgers vector b: 0.4002 nm
mobility M: 0.0002499 1/(Pa s)
initial force per length: 0.01328 N/m
initial pair stress: 33.18 MPa
initial speed of each thread: 3318 nm/s
collapse time: 7.534 ms
collapse time converted: 0.007534 s
separation at half the time: 70.71 nm
collapse time, one thread pinned: 15.07 ms
NEGLECTED EFFECTS (time factor = corrected time / model time)
surface: initial force factor: 0.9512
surface: time factor: 1.034
base segment: force / initial attraction: 0.288
base segment helping: time factor: 0.842
base segment opposing: time factor: 1.25
trial friction stress: 5 MPa
friction: time factor: 1.11
friction: largest r that collapses: 664 nm
rough stress exponent: 1.7
separation at reference stress: 332 nm
power-law glide: time factor: 0.32
separation where tau b^3 = kT: 19.3 nm
share of time inside it: 3.7 %
10 K cooler: time factor: 1.34
10 K hotter: time factor: 0.751
Voigt shear modulus: 56.4 GPa
time factor if Voigt modulus is used: 0.924
rough core splitting width: 5 nm
share of time inside core width: 0.25 %
speed at core width: 6.64e+04 nm/s
inertial time / collapse time: 1.2e-17
thermal energy / pair energy scale: 4.2e-06
\end{verbatim}
